# Why Chiral Bilayer Carriers Do Not Klein Tunnel at Normal Incidence: verification in Python

```python
"""Normal-incidence scattering of chiral carriers at n-p junctions and barriers.

Result under test: carriers of pseudospin winding 1 (monolayer) are fully
transmitted, those of winding 2 (bilayer) are fully reflected by an n-p
junction, and leak through an n-p-n barrier of width D only as exp(-2 kappa D).
Units: hbar = v = gamma1 = 1; energy in gamma1, length in hbar v/gamma1.
H_J = (-1)^(J-1) [[0, (px-i ky)^J], [(px+i ky)^J, 0]] + bias*sigma_z + V(x).
E: energy; V0: barrier height; eps = E - V: local kinetic energy.
A generator P(eps) gives dY/dx = i P Y for the vector Y of all continuous
quantities. The solver matches all components, without separating sectors.
"""
import numpy as np
from math import comb
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def chiral(J, ky=0.0, bias=0.0):
    """Generator for winding J; Y holds p^n psi_c for n < J, c = 0, 1."""
    sign = (-1) ** (J - 1)

    def generator(eps):
        P = np.zeros((2 * J, 2 * J), complex)
        for c, s in ((0, 1), (1, -1)):
            for n in range(J - 1):
                P[c * J + n, c * J + n + 1] = 1
            last = c * J + J - 1
            for n in range(J):
                P[last, c * J + n] -= comb(J, n) * (1j * s * ky) ** (J - n)
            P[last, (1 - c) * J] += sign * (eps + s * bias)
        return P
    return generator


def four_band(eps):
    """Full bilayer at ky = 0, basis A1, B1, A2, B2, dimer bond B1-A2."""
    X = np.kron(np.eye(2), np.array([[0, 1], [1, 0]]))
    dimer = np.zeros((4, 4))
    dimer[1, 2] = dimer[2, 1] = 1
    return (X @ (eps * np.eye(4) - dimer)).astype(complex)


def modes(generator, eps):
    """Modes that move or decay to the right, and to the left."""
    p, vec = np.linalg.eig(generator(eps))
    shifted = np.linalg.eigvals(generator(eps + 1e-6))
    right, left = [], []
    for n in np.argsort(abs(p.imag)):
        if abs(p[n].imag) < 1e-9:  # propagating: use sign of dp/dE
            near = shifted[np.argmin(abs(shifted - p[n]))]
            direction = (near - p[n]).real
        else:
            direction = p[n].imag
        (right if direction > 0 else left).append(vec[:, n])
    assert len(right) == len(left)
    return np.array(right).T, np.array(left).T


def scatter(generator, E, slabs=(), V_right=0.0):
    """|r|^2 and |t|^2; |t|^2 is the transmission only for equal leads."""
    incoming, reflected = modes(generator, E)
    transmitted, _ = modes(generator, E - V_right)
    M = np.eye(len(incoming), dtype=complex)
    for V, width in slabs:
        M = expm(1j * generator(E - V) * width) @ M
    system = np.hstack([M @ reflected, -transmitted])
    amp = np.linalg.solve(system, -M @ incoming[:, 0])
    return abs(amp[0]) ** 2, abs(amp[reflected.shape[1]]) ** 2


def barrier_formula(u, w, kappa, D):
    """Derived single-sector transmission of a sharp evanescent barrier."""
    return 1 / (1 + ((u*u + w*w) / (2*u*w) * np.sinh(kappa * D)) ** 2)


def pseudospin_states(J, kx, ky):
    z = (-1) ** (J - 1) * (kx + 1j * ky) ** J
    vec = np.linalg.eigh(np.array([[0, np.conj(z)], [z, 0]]))[1]
    return vec[:, 1], vec[:, 0]  # electron, hole


def show(label, value, unit="", fmt=".6g"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


E, V0, D = 0.04, 0.10, 20.0
k, kappa = np.sqrt(E), np.sqrt(V0 - E)  # 2m = 1
print("energy unit gamma1, length unit hbar v/gamma1")
show("E", E, "gamma1")
show("V0", V0, "gamma1")
show("bilayer k", k, "gamma1/(hbar v)")
show("bilayer kappa", kappa, "gamma1/(hbar v)")
show("decay length of T, 1/(2 kappa)", 1 / (2 * kappa), "hbar v/gamma1")

# Winding and overlaps from diagonalized Bloch Hamiltonians
for J in (1, 2):
    phase = []
    for a in np.linspace(0, 2 * np.pi, 201):
        e = pseudospin_states(J, np.cos(a), np.sin(a))[0]
        phase.append(np.angle(np.conj(e[0]) * e[1]))
    unwrapped = np.unwrap(phase)
    winding = (unwrapped[-1] - unwrapped[0]) / (2 * np.pi)
    e_in = pseudospin_states(J, 1, 0)[0]
    e_back, h_right = pseudospin_states(J, -1, 0)
    back = abs(np.vdot(e_in, e_back)) ** 2
    hole = abs(np.vdot(e_in, h_right)) ** 2
    assert abs(winding - J) < 1e-9
    assert abs(back - (J == 2)) < 1e-12 and abs(hole - (J == 1)) < 1e-12
    print(f"J={J}: winding {winding:.3f}, overlap^2 with backscattered "
          f"{back:.3f}, with right-moving hole {hole:.3f}")

# Sharp junction: parity rule in the winding
for J in (1, 2, 3, 4):
    R = scatter(chiral(J), E, V_right=V0)[0]
    assert abs(R - (J % 2 == 0)) < 1e-9
    print(f"sharp junction, normal incidence, J={J}: R = {R:.9f}")

# Smooth junction and smooth-edged barriers
ramp_width, pieces = 10.0, 60
ramp = [(V0 * np.sin(np.pi * (n + 0.5) / (2 * pieces)) ** 2,
         ramp_width / pieces) for n in range(pieces)]
show("smooth ramp width", ramp_width, "hbar v/gamma1")
for J in (1, 2):
    R = scatter(chiral(J), E, ramp, V0)[0]
    assert abs(R - (J == 2)) < 1e-9
    print(f"smooth junction, normal incidence, J={J}: R = {R:.9f}")
smooth = {}
for top in (20.0, 30.0):
    slabs = ramp + [(V0, top)] + ramp[::-1]
    assert abs(scatter(chiral(1), E, slabs)[1] - 1) < 1e-9
    smooth[top] = scatter(chiral(2), E, slabs)[1]
    show(f"smooth barrier, flat top {top:.0f}, bilayer T", smooth[top])
ratio, expected = smooth[30.0] / smooth[20.0], np.exp(-20 * kappa)
assert abs(ratio / expected - 1) < 1e-3  # correction of order exp(-2 kappa D)
show("ratio of these T", ratio)
show("exp(-2 kappa * 10)", expected)

# Sharp barriers of several widths: full matching against the formula
for width in (5.0, 10.0, D, 30.0):
    R, T = scatter(chiral(2), E, [(V0, width)])
    T_mono = scatter(chiral(1), E, [(V0, width)])[1]
    formula = barrier_formula(k, kappa, kappa, width)
    assert abs(T / formula - 1) < 1e-6 and abs(R + T - 1) < 1e-9
    assert abs(T_mono - 1) < 1e-9
    print(f"sharp barrier D={width:.0f}: T bilayer {T:.6e}, "
          f"formula {formula:.6e}, T monolayer {T_mono:.6f}")
wide = 16 * (k * kappa / (k*k + kappa**2)) ** 2 * np.exp(-2 * kappa * D)
assert abs(wide / barrier_formula(k, kappa, kappa, D) - 1) < 1e-3
show("wide-barrier estimate of T at D=20", wide, fmt=".6e")

# Four-band bilayer
k4, kappa4 = np.sqrt(E * (E + 1)), np.sqrt((V0 - E) * (1 + E - V0))
u4, w4 = k4 / (1 + E), kappa4 / (1 + E - V0)
T4 = scatter(four_band, E, [(V0, D)])[1]
assert abs(T4 / barrier_formula(u4, w4, kappa4, D) - 1) < 1e-6
show("four-band k", k4, "gamma1/(hbar v)")
show("four-band kappa", kappa4, "gamma1/(hbar v)")
show("four-band T at D=20", T4, fmt=".6e")
for height in (V0, 0.94):
    R = scatter(four_band, E, V_right=height)[0]
    assert abs(R - 1) < 1e-9
    print(f"four-band junction V0={height:.2f} gamma1: R = {R:.9f}")
deep = 1.54
eps = E - deep
w_deep = np.sqrt(eps * (eps + 1)) / abs(eps + 1)
T_deep = 1 - scatter(four_band, E, V_right=deep)[0]
assert abs(T_deep - 4 * u4 * w_deep / (u4 + w_deep) ** 2) < 1e-8
print(f"four-band junction V0={deep:.2f} gamma1: T = {T_deep:.6f}")


# Oblique incidence
def junction_T(J, degrees):
    ky = E ** (1 / J) * np.sin(np.radians(degrees))
    return 1 - scatter(chiral(J, ky), E, V_right=V0)[0]


small, double = junction_T(2, 0.5), junction_T(2, 1.0)
assert abs(double / small - 4) < 0.08  # next order in the angle
show("bilayer junction T(1 deg)/T(0.5 deg)", double / small, fmt=".4f")
for angle in (1, 5, 10, 20, 30, 45):
    print(f"junction at {angle} deg: T bilayer {junction_T(2, angle):.5f}, "
          f"T monolayer {junction_T(1, angle):.5f}")

D_wide = 60.0


def barrier_T(degrees):
    ky = k * np.sin(np.radians(degrees))
    return scatter(chiral(2, ky), E, [(V0, D_wide)])[1]


angles = np.arange(1.0, 89.0, 0.1)
best = angles[np.argmax([barrier_T(a) for a in angles])]
peak = minimize_scalar(lambda a: -barrier_T(a), method="bounded",
                       bounds=(best - 0.1, best + 0.1),
                       options={"xatol": 1e-7})
assert -peak.fun > 0.99 and -peak.fun < 1 + 1e-5
show("barrier D=60, normal incidence, bilayer T",
     barrier_formula(k, kappa, kappa, D_wide), fmt=".3e")
show("barrier D=60, angle of a resonance", peak.x, "deg", ".2f")
show("barrier D=60, bilayer T at that angle", -peak.fun, fmt=".5f")

# Interlayer bias mixes the two sectors
bias = 0.02
T_bias = 1 - scatter(chiral(2, bias=bias), E, V_right=V0)[0]
assert 1e-3 < T_bias < 1
show("bias Delta", bias, "gamma1")
show("biased bilayer junction, normal incidence, T", T_bias, fmt=".5f")

print("verified")
```

Running it gives:

```
energy unit gamma1, length unit hbar v/gamma1
E = 0.04 gamma1
V0 = 0.1 gamma1
bilayer k = 0.2 gamma1/(hbar v)
bilayer kappa = 0.244949 gamma1/(hbar v)
decay length of T, 1/(2 kappa) = 2.04124 hbar v/gamma1
J=1: winding 1.000, overlap^2 with backscattered 0.000, with right-moving hole 1.000
J=2: winding 2.000, overlap^2 with backscattered 1.000, with right-moving hole 0.000
sharp junction, normal incidence, J=1: R = 0.000000000
sharp junction, normal incidence, J=2: R = 1.000000000
sharp junction, normal incidence, J=3: R = 0.000000000
sharp junction, normal incidence, J=4: R = 1.000000000
smooth ramp width = 10 hbar v/gamma1
smooth junction, normal incidence, J=1: R = 0.000000000
smooth junction, normal incidence, J=2: R = 1.000000000
smooth barrier, flat top 20, bilayer T = 1.61682e-06
smooth barrier, flat top 30, bilayer T = 1.20521e-08
ratio of these T = 0.00745419
exp(-2 kappa * 10) = 0.00745419
sharp barrier D=5: T bilayer 2.842597e-01, formula 2.842597e-01, T monolayer 1.000000
sharp barrier D=10: T bilayer 2.823524e-02, formula 2.823524e-02, T monolayer 1.000000
sharp barrier D=20: T bilayer 2.133474e-04, formula 2.133474e-04, T monolayer 1.000000
sharp barrier D=30: T bilayer 1.590492e-06, formula 1.590492e-06, T monolayer 1.000000
wide-barrier estimate of T at D=20 = 2.133692e-04
four-band k = 0.203961 gamma1/(hbar v)
four-band kappa = 0.237487 gamma1/(hbar v)
four-band T at D=20 = 2.811036e-04
four-band junction V0=0.10 gamma1: R = 1.000000000
four-band junction V0=0.94 gamma1: R = 1.000000000
four-band junction V0=1.54 gamma1: T = 0.365464
bilayer junction T(1 deg)/T(0.5 deg) = 3.9960
junction at 1 deg: T bilayer 0.00099, T monolayer 0.99979
junction at 5 deg: T bilayer 0.02405, T monolayer 0.99472
junction at 10 deg: T bilayer 0.08721, T monolayer 0.97902
junction at 20 deg: T bilayer 0.24303, T monolayer 0.91819
junction at 30 deg: T bilayer 0.32561, T monolayer 0.82343
junction at 45 deg: T bilayer 0.28633, T monolayer 0.63733
barrier D=60, normal incidence, bilayer T = 6.588e-13
barrier D=60, angle of a resonance = 29.62 deg
barrier D=60, bilayer T at that angle = 1.00000
bias Delta = 0.02 gamma1
biased bilayer junction, normal incidence, T = 0.56679
verified
```
